# Diethorn's Gas-Gain Formula for a Cylindrical Proportional Counter

## Result and assumptions

A thin wire of radius $a$ lies on the axis of a cylindrical cathode of inner radius $b$. The wire is held at the positive voltage $V$ and the cathode at zero. Put
$$L=\ln\frac ba,\qquad A=\frac VL .$$
The symbol $E$ denotes the magnitude of the electric field, and $\rho$ is the gas density divided by a fixed reference density. The ionization coefficient $\alpha$ is the mean number of ionizations that one electron makes per unit length of drift.

**Theorem (Diethorn).** Assume the following.

1. The counter is long, and the charge in the gas does not disturb the field.
2. The coefficient is local: at a given composition, $\alpha/\rho$ depends on $E/\rho$ alone.
3. At density $\rho$ there is a threshold $E_t$ such that $\alpha=kE$ for $E>E_t$ and $\alpha=0$ for $E<E_t$. At $\rho=1$ the threshold is $E_0$, and $k=\ln2/\Delta V$.
4. Electrons drift radially to the wire. None is lost by attachment, and none is added by photons or ions.

Then an electron released outside the region where $E>E_t$ produces on average $M$ electrons at the wire, itself included, with
$$\boxed{\;\ln M=\frac{V}{\ln(b/a)}\,\frac{\ln 2}{\Delta V}\,\ln\frac{V}{\rho\,a\,E_0\ln(b/a)}\;}$$
for $\rho aE_0L<V<\rho bE_0L$. For $V\le\rho aE_0L$, $M=1$.

In assumption 3, $\alpha$ is proportional to $E$ itself and jumps from zero to $kE_t$ at the threshold. The continuous choice $\alpha=k(E-E_t)$ gives a different law, found below. The constants $\Delta V$ and $E_0$ are effective properties of the gas; $\Delta V$ is not its ionization potential.

## Three lemmas

**Lemma 1 (field).** Between the electrodes, $E(r)=A/r$.

*Proof.* Let the wire carry charge $\lambda$ per unit length. Gauss's law for a coaxial cylinder of radius $r$ gives $2\pi rE=\lambda/\varepsilon_0$, so $E=\lambda/(2\pi\varepsilon_0r)$. The voltage fixes $\lambda$:
$$V=\int_a^bE\,dr=\frac{\lambda}{2\pi\varepsilon_0}\ln\frac ba .$$
Hence $\lambda/(2\pi\varepsilon_0)=V/L=A$. ∎

**Lemma 2 (density).** The constant $k$ does not depend on density, and $E_t=\rho E_0$.

*Proof.* Write $\alpha=\rho f(S)$ with $S=E/\rho$. At $\rho=1$, assumption 3 says that $f(S)=kS$ for $S>E_0$ and $f(S)=0$ for $S<E_0$. At any other density, therefore, $\alpha=\rho k(E/\rho)=kE$ when $E/\rho>E_0$, and $\alpha=0$ when $E/\rho<E_0$. The density cancels from the slope and remains in the threshold. ∎

**Lemma 3 (growth).** Let $u=\int\alpha\,|dr|$ along the drift path of one initial electron. The number $N$ of electrons at the end of the path has mean $e^u$ and relative variance $1-e^{-u}$.

*Proof.* In a short step $du=\alpha|dr|$ each electron ionizes with probability $du$, independently of the others. So $N$ becomes $N+1$ with probability $N\,du$. Since $(N+1)^2-N^2=2N+1$,
$$\frac{d\langle N\rangle}{du}=\langle N\rangle,\qquad
\frac{d\langle N^2\rangle}{du}=\langle(2N+1)N\rangle=2\langle N^2\rangle+\langle N\rangle .$$
With $N=1$ at $u=0$, the first equation gives $\langle N\rangle=e^u$. The second is then solved by $\langle N^2\rangle=2e^{2u}-e^u$: the derivative is $4e^{2u}-e^u$, which equals $2(2e^{2u}-e^u)+e^u$, and the initial value is 1. The variance is $e^{2u}-e^u$; division by $e^{2u}$ gives the claim. ∎

## Proof of the theorem

By Lemmas 1 and 2, ionization requires $A/r>\rho E_0$, that is, $r<r_c$ with
$$r_c=\frac{A}{\rho E_0}.$$
If $r_c\le a$, the electron meets no ionizing region and $M=1$. This is the condition $V\le\rho aE_0L$. If $a<r_c<b$, the electron enters the avalanche zone at $r_c$ and leaves it at $a$. Lemma 3 gives
$$\ln M=\int_a^{r_c}kE\,dr=kA\int_a^{r_c}\frac{dr}{r}=kA\ln\frac{r_c}{a}.$$
Substitution of $r_c=A/(\rho E_0)$, $A=V/L$ and $k=\ln2/\Delta V$ gives the boxed formula. ∎

**Remark 1 (doubling).** The voltage across the avalanche zone is
$$\Phi=\int_a^{r_c}E\,dr=A\ln\frac{r_c}{a}.$$
The result therefore reads $\ln M=\Phi\ln2/\Delta V$, or $M=2^{\Phi/\Delta V}$. The mean population doubles each time the electrons fall through $\Delta V$, wherever in the zone this happens.

**Remark 2 (upper limit).** At $V=\rho bE_0L$ the zone reaches the cathode. Above that voltage an electron starting at the cathode would have $\ln M=kA\ln(b/a)=kV$ in this model, and the formula with $r_c>b$ would count a region that does not exist.

**Remark 3 (the continuous threshold law).** If $\alpha=k(E-E_t)$ above threshold, then with $x=r_c/a$
$$\ln M=k\int_a^{r_c}\left(\frac Ar-E_t\right)dr
=k\left[A\ln x-E_t(r_c-a)\right].$$
Because $E_tr_c=A$ and $E_ta=A/x$, this equals $kA(\ln x-1+1/x)$. The subtracted part is $kA(1-1/x)$, so at the same constants the two gains differ by the factor $e^{kA(1-1/x)}$. At fixed $kA$ this factor grows with $x$ towards $e^{kA}$. The two laws are therefore not interchangeable, even where $\ln x$ is large.

## Sensitivity of the gain

Write $\ln M=kA\ln[A/(\rho aE_0)]$.

- **Voltage.** At fixed geometry and density $A\propto V$. Both factors vary, and
$$\frac{\partial\ln M}{\partial\ln V}=\ln M+kA.$$
- **Density.** At fixed voltage and geometry the logarithm alone varies, so
$$\frac{\partial\ln M}{\partial\ln\rho}=-kA.$$
Since $kA$ is constant here, $M\propto\rho^{-kA}$ throughout the range of the theorem.
- **Wire radius.** At fixed $V$, $b$ and $\rho$, $\partial L/\partial\ln a=-1$, hence $\partial A/\partial\ln a=-(V/L^2)(-1)=A/L$. The change of $A$ contributes $(\ln M+kA)/L$, and the explicit $a$ contributes $-kA$:
$$\frac{\partial\ln M}{\partial\ln a}=\frac{\ln M+kA}{L}-kA.$$

If $a$ and $b$ are halved and $\rho$ is doubled, $L$ and $\rho a$ keep their values, and so does the gain at the same voltage.

## Why a proportional law can work

A real coefficient does not jump. The next result shows what Diethorn's law replaces.

**Proposition.** Let $\alpha=\rho f(E/\rho)$ be any local coefficient for which $\alpha/E$ at the cathode is negligible beside its value at the wire. Plot $y=\ln M/A$ against $\ln S_a$, where $S_a=A/(\rho a)=E_a/\rho$ and $E_a$ is the field at the wire. As $V$ varies, the slope is $\alpha(E_a)/E_a$.

*Proof.* In $\ln M=\int_a^b\rho f(A/(\rho r))\,dr$ put $S=A/(\rho r)$. Then $dr=-A\,dS/(\rho S^2)$, and the minus sign reverses the limits:
$$y=\int_{S_b}^{S_a}\frac{f(S)}{S^2}\,dS .$$
A change of $V$ shifts $\ln S_a$ and $\ln S_b$ equally, so
$$\frac{dy}{d\ln S_a}=\frac{f(S_a)}{S_a}-\frac{f(S_b)}{S_b}.$$
The last term is negligible by assumption, and $f(S_a)/S_a=\alpha(E_a)/E_a$. ∎

A straight plot thus means that $\alpha/E$ is nearly constant over the range of *wire* fields used. Take Townsend's form $\alpha=C\rho\,e^{-D\rho/E}$, for which $f=Ce^{-D/S}$. Since $d(e^{-D/S})/dS=(D/S^2)e^{-D/S}$, the integral is, without the negligible cathode term,
$$y=\frac CD e^{-D/S_a}=\frac CD\,g(t),\qquad g(t)=\exp(-e^{-t}),\quad t=\ln\frac{S_a}{D}.$$
The slope is $(C/D)g'$, with $g'=e^{-t}g$. Further,
$$g''=(e^{-2t}-e^{-t})g,$$
$$g'''=(-2e^{-2t}+e^{-t})g+(e^{-2t}-e^{-t})e^{-t}g .$$
At $t=0$ the values of $g,g',g'',g'''$ are $1/e,\,1/e,\,0,\,-1/e$. The slope $\alpha/E$ is therefore stationary at $E_a=D\rho$. It is a maximum, because $g''$ is positive for $t<0$ and negative for $t>0$. Expansion about this point gives
$$y=\frac{C}{eD}\left[1+t-\frac{t^3}{6}+O(t^4)\right].$$
Since $1+t=\ln(eS_a/D)$, the first two terms are Diethorn's law with
$$k=\frac{C}{eD},\qquad E_0=\frac De .$$
For a gas of this kind, Diethorn's law is the tangent at the inflection of the plot. The leading difference of $\ln M$, smooth minus Diethorn, is $-kAt^3/6$. The sharp threshold is thus a device that gives the right integral near $t=0$; it need not mark a physical onset of ionization.

## Example: an argon-methane counter

Volts, micrometres and kV/cm are the natural units here. The gas constants are rough typical values for argon with some methane near one atmosphere: $\Delta V=24$ V and $E_0=48$ kV/cm at $\rho=1$. The geometry is $a=12.5$ µm and $b=10$ mm, and $V=1300$ V. Then
$$L=\ln800=6.6846,\quad A=\frac{1300}{6.6846}=194.5\ \text{V},\quad k=\frac{\ln2}{24}=0.02888\ \text{V}^{-1}.$$
The wire field is $E_a=A/a=155.6$ kV/cm, and the avalanche starts at $r_c=A/E_0=40.5$ µm, so $r_c/a=3.241$. The voltage across the zone is $\Phi=194.5\ln3.241=228.7$ V, which is $228.7/24=9.53$ doublings. Hence
$$\ln M=0.02888\times228.7=6.605,\qquad M\approx739 .$$
The range of validity runs from 401 V to 321 kV; the upper end is a limit of the geometry in the model, not a usable voltage. The avalanche zone fills a fraction $1.5\times10^{-5}$ of the gas volume, so for ionization spread evenly through the counter nearly every electron starts outside it, as the theorem requires. The continuous law of Remark 3 would give $\ln M=2.72$, a gain of about 15.

As a test of the growth law, 4000 avalanches were simulated from $r_c$ to the wire, with the path cut into 3000 steps and each electron ionizing at random with probability $\alpha|dr|$. The mean gain was 738. After a fall of $4\Delta V$ the mean population was 16.03, against $2^4=16$. The relative spread was 0.994, against $\sqrt{1-1/M}=0.9993$. The standard error of the simulated gain is about $1/\sqrt{4000}=1.6\%$, and the finite steps alone lower the expected mean to about 733, so the closeness of 738 to 739 is partly chance. In this model, single avalanches fluctuate by about their own mean size. This rests on ionization without memory, as in Lemma 3; in real counters an electron must first gain energy before it ionizes again, and the measured spread at high wire fields is smaller.

With $kA=5.617$, the three sensitivities are 12.2 for voltage, $-5.6$ for density and $-3.8$ for wire radius. A 1% rise in voltage raises $\ln M$ by about 0.122, and so the gain by about 13%.

**Comparison with a smooth coefficient.** Matching at the inflection gives $D=eE_0=130.5$ kV/cm and $C=ekD=1.02\times10^4$ cm$^{-1}$. The wire field equals $D$ at 1090 V. The gains are:

| $V$ (V) | Diethorn | smooth |
|---|---|---|
| 800 | 10.9 | 11.1 |
| 1000 | 51.8 | 51.8 |
| 1300 | 739 | 735 |
| 1600 | 14250 | 13450 |

The difference changes sign near the matching voltage, as the cubic term requires. At 1300 V, $t=\ln(155.6/130.5)=0.176$, and $-kAt^3/6=-0.0051$; the computed difference of $\ln M$ is $-0.0049$. At 1600 V the smooth gain is about 6% below Diethorn's.

Constants are read from two gains by $k=(y_2-y_1)/\ln(V_2/V_1)$ and $E_0=E_{a,1}e^{-y_1/k}$ at $\rho=1$. The smooth gains at 1200 and 1400 V return $\Delta V=24.4$ V and $E_0=47.2$ kV/cm. The first exceeds 24 V because the fitted $k$ is the average of $\alpha/E$, taken over the logarithm of the wire field between the two voltages, and $\alpha/E$ is below its maximum on both sides of $E_a=D$. A pair of voltages below 1090 V would therefore also return more than 24 V. Fitted constants thus depend somewhat on the voltage range of the fit.

## Where the model fails

**Non-local ionization.** To first order, the relative change of the field over one ionization length is
$$\frac1\alpha\left|\frac{1}{E}\frac{dE}{dr}\right|=\frac{r}{kA}\,\frac1r=\frac1{kA}=0.178$$
throughout the zone. At the wire that length is 2.2 µm. This is not very small, and an electron needs some distance to gain energy. For a rough estimate, let $\alpha$ at $r$ follow the field at an earlier point $r'$, separated from $r$ by a voltage $\delta<\Phi$. Then $A\ln(r'/r)=\delta$, so $r'=re^{\delta/A}$ and $E(r')=E(r)e^{-\delta/A}$. Ionization starts when $r'=r_c$, that is, at $r=r_ce^{-\delta/A}$, and
$$\ln M=ke^{-\delta/A}A\ln\frac{r_ce^{-\delta/A}}{a}=ke^{-\delta/A}(\Phi-\delta).$$
With $\delta=16$ V, roughly the ionization potential of argon, $\ln M=5.66$ and $M\approx287$, with $k$ and $E_0$ held fixed. This is the largest of the effects sized in this section. It is not a correction to apply to constants fitted to measured gains, because those gains already contain the lag and the fit absorbs part of it.

**Space charge.** Suppose that ions form a thin coaxial shell of line charge $\lambda_i$ at radius $r_1$, and put $s=\lambda_i/(2\pi\varepsilon_0)$. The field is $A'/r$ inside the shell and $(A'+s)/r$ outside. The fixed voltage requires
$$V=A'\ln\frac{r_1}{a}+(A'+s)\ln\frac b{r_1}=A'L+s\ln\frac b{r_1},$$
so $A'=A-s\ln(b/r_1)/L$. The field is nowhere below $(A-s)/r$, and replacing $A$ by $A-s$ bounds the loss of gain in this picture. Take 200 primary electrons whose avalanches cover 1 mm of wire. They yield $200\times739\approx1.5\times10^5$ electrons and about as many ions, so $s/A=0.22\%$. The bound on the fall of $\ln M$ is 0.027, or less than 3% in gain. At fixed $A$, the ratio $s/A$ is proportional to $M$ and to the primary charge, and inversely proportional to the covered length.

**Photon feedback and breakdown.** Let each avalanche electron release on average $\gamma$ new electrons outside the zone, through photons. Successive generations add up to
$$M\left[1+\gamma M+(\gamma M)^2+\dots\right]=\frac{M}{1-\gamma M},\qquad\gamma M<1 .$$
For a chosen $\gamma=10^{-5}$ the gain rises by 0.74%. At $\gamma M=1$ the sum diverges: on average each generation just replaces itself. This is the usual criterion for breakdown. Above it a single chain may still die out by chance, but one that survives grows until something outside this model, such as space charge, limits it. Diethorn's formula alone contains no such limit.

**Temperature.** If the gas warms from 293 to 303 K at fixed pressure, an ideal gas has $\rho=293/303$, and the gain is multiplied by $(303/293)^{5.617}=1.21$, giving 892. In a sealed counter of fixed volume the mean density does not change, and this shift is absent.

**The real case.** The gas constants are the weak point of the example. Since $\ln M\propto1/\Delta V$ at fixed $E_0$, and $E_0$ enters as $\rho$ does, an error of 5% in $\Delta V$ shifts $\ln M$ by about 0.33, and one of 5% in $E_0$ by about 0.28. With rough constants the value 739 fixes little more than the order of magnitude of a real gain. With constants fitted to the same gas mixture over a similar range of $E_a/\rho$, the formula serves to interpolate in voltage, density and wire radius, provided that space charge and feedback stay small and the lag matters little. The lag enters through $\delta/A$, not through $E_a/\rho$ alone, so a fit made at one value of the product $\rho a$ does not carry over exactly to another. With the smooth coefficient above and $\delta=16$ V, constants fitted at 1200 and 1400 V miss the gain by 17 to 19% when the wire radius alone changes by 20% either way, and by 24 to 30% when the density alone changes by 30% either way. These percentages are relative to the true gain; the fit predicts too little when $\rho a$ grows ($-17\%$, $-24\%$) and too much when it shrinks ($+19\%$, $+30\%$). Here the voltage is adjusted to keep $E_a/\rho$ at its value for 1300 V in the original counter. The numerical output lists the inputs and the main results.

## Table of computed values

```
Voltage per doubling dV (rough input): 24.0 V
Threshold field E0 (rough input): 48.0 kV/cm
Wire radius a: 12.5 um
Cathode radius b: 10.0 mm
Operating voltage V: 1300 V
L = ln(b/a): 6.6846
A = V/L: 194.48 V
k = ln2/dV: 0.02888 1/V
Threshold voltage: 401.1 V
Upper voltage limit, r_c = b: 321 kV
Field at wire: 155.6 kV/cm
Avalanche radius r_c: 40.52 um
r_c/a: 3.2413
Voltage across avalanche zone Phi: 228.7 V
Number of doublings: 9.529
ln M: 6.6051
Gain M: 738.8
ln M from quadrature: 6.6051
ln M if alpha = k(E - E0): 2.7212
Simulated mean gain, 4000 avalanches: 738
Simulated mean after 4 dV: 16.03
Relative spread, simulated: 0.994
Relative spread, formula: 0.9993
dlnM/dlnV: 12.222
dlnM/dln(rho): -5.617
dlnM/dln(a): -3.788
Smooth coefficient C: 10243 1/cm
Smooth coefficient D: 130.5 kV/cm
Voltage at which wire field equals D: 1090 V
V = 800 V: M Diethorn 10.88, smooth 11.08
V = 1000 V: M Diethorn 51.79, smooth 51.82
V = 1200 V: M Diethorn 293.5, smooth 293.3
V = 1300 V: M Diethorn 738.8, smooth 735.2
V = 1400 V: M Diethorn 1923, smooth 1894
V = 1600 V: M Diethorn 1.425e+04, smooth 1.345e+04
Smooth minus Diethorn ln M at V: -0.00486
Cubic estimate of that difference: -0.00510
dV read back from 1200 and 1400 V: 24.36 V
E0 read back: 47.22 kV/cm
Ionization length at wire: 2.23 um
Ionization length / wire radius: 0.178
Lag voltage (rough input): 16 V
ln M with lag: 5.658
Gain with lag: 287
Primary electrons: 200
Length of wire covered: 1.0 mm
Total avalanche electrons: 1.48e+05
Ion / wire line charge: 0.219 %
Space-charge shift of ln M, bound: -0.0267
Photon feedback gamma (chosen): 1e-05
Gain rise by feedback: 0.74 %
Reference temperature: 293 K
Temperature rise at fixed pressure: 10 K
Gain after that rise: 892
Gain ratio after that rise: 1.207
Volume fraction inside r_c: 1.49e-05
```
